# Counting noise of acid and quencher in a resist voxel

## Problem

In a chemically amplified resist, exposure creates acid molecules, and a base called the quencher neutralizes some of them. A small volume element (voxel) of the resist holds $A$ acids and $B$ bases. These are independent Poisson numbers with means $a=20$ and $b=10$. One base neutralizes one acid.

**(a)** Show that the net acid number $X=A-B$ has a relative standard deviation of 55 percent, whereas an unquenched voxel with a mean of ten acids has 32 percent.

**(b)** Is the larger noise caused by the loss of half the acid, or by the way in which it is lost?

**(c)** $X$ can be negative, but a number of molecules cannot. Find the relative standard deviation of the acid that survives complete neutralization in a closed voxel.

**(d)** Let the voxel be a cube of edge $L=5$ nm in a resist exposed at a wavelength of 13.5 nm. Take these rough typical values: absorption coefficient 0.005 nm$^{-1}$, two acids per absorbed photon, 50 acid-generator molecules per voxel, a bake of 60 s, a diffusion length of 5 nm per axis for both species, and a capture radius of 0.5 nm. Find the dose, and estimate how far photon clustering, a finite generator supply and diffusion change the answer to (a).

"Relative" means divided by the mean of the same quantity.

## Solution

### (a) Means subtract, variances add

The Poisson probability of $n$ acids is $P(n)=e^{-a}a^n/n!$. Its mean is

$$\langle A\rangle=\sum_{n\ge1}n\,\frac{e^{-a}a^n}{n!}=a\,e^{-a}\sum_{n\ge1}\frac{a^{n-1}}{(n-1)!}=a,$$

because the last sum is $e^{a}$. In the same way,

$$\langle A(A-1)\rangle=a^2e^{-a}\sum_{n\ge2}\frac{a^{n-2}}{(n-2)!}=a^2 .$$

Hence $\langle A^2\rangle=a^2+a$, and

$$\operatorname{Var}A=\langle A^2\rangle-\langle A\rangle^2=a .$$

Likewise $\langle B\rangle=\operatorname{Var}B=b$.

Each neutralization lowers $A$ and $B$ by one, so it leaves $X=A-B$ unchanged. The statistics of $X$ therefore follow from the initial numbers. With $\delta A=A-a$ and $\delta B=B-b$,

$$\langle X\rangle=a-b,$$

$$\operatorname{Var}X=\langle(\delta A-\delta B)^2\rangle=\operatorname{Var}A+\operatorname{Var}B-2\langle\delta A\,\delta B\rangle .$$

Independence gives $\langle\delta A\,\delta B\rangle=\langle\delta A\rangle\langle\delta B\rangle=0$. The minus sign in $X$ is squared in the term $\operatorname{Var}B$, so the base adds to the variance:

$$\operatorname{Var}X=a+b,\qquad r=\frac{\sqrt{a+b}}{a-b}\quad(a>b).$$

For the given means,

$$r=\frac{\sqrt{30}}{10}=\frac{5.477}{10}=54.8\ \%.$$

An unquenched Poisson number of mean 10 has variance 10 and relative deviation $\sqrt{10}/10=31.6\ \%$. These are the 55 and 32 percent of the question. Their ratio is

$$\sqrt{\frac{a+b}{a-b}}=\sqrt3=1.732 .$$

This comparison holds the mean net acid fixed, not the exposure: the quenched voxel needs twice as many acids to begin with. For $b\to0$ the formula returns the Poisson value $1/\sqrt a$. For $b\to a$ it diverges, since the mean vanishes while the variance does not. If the voxel volume grows at fixed densities, $a$ and $b$ grow in proportion to it, and $r$ falls as the inverse square root of the volume.

### (b) The cause is independent subtraction

Suppose first that every voxel held exactly ten bases. The base would add no variance, and the relative deviation would be $\sqrt{20}/10=44.7\ \%$. The fluctuation of the acid alone thus exceeds the ten-acid value: a fixed subtraction halves the mean but leaves the variance at 20. The base fluctuation raises the variance from 20 to 30.

Now suppose instead that each acid survives independently with probability $p=1/2$. The probability of $k$ survivors is the sum over all initial numbers $n=k+j$:

$$\sum_{j\ge0}\frac{e^{-a}a^{k+j}}{(k+j)!}\,\frac{(k+j)!}{k!\,j!}\,p^k(1-p)^j
=\frac{e^{-a}(ap)^k}{k!}\,e^{a(1-p)}=\frac{e^{-ap}(ap)^k}{k!}.$$

The survivors are again Poisson distributed, with mean $ap=10$ and a relative deviation of 31.6 %. The loss of half the acid does not by itself raise the noise above the ten-acid value.

The removed number $R$ in this second process is also Poisson with mean 10, by the same calculation with $p$ and $1-p$ exchanged. It has the same distribution as $B$. The difference lies in its correlation with $A$. Since $\operatorname{Var}(A-R)=10$,

$$10=20+10-2\langle\delta A\,\delta R\rangle,\qquad \langle\delta A\,\delta R\rangle=10 .$$

A voxel rich in acid loses more acid, and this cancels part of the fluctuation. An independent base number provides no such cancellation.

### (c) Acid that survives

In a closed voxel, complete neutralization leaves $S=\max(X,0)$ acids and $M=\max(-X,0)$ bases. At least one of these is zero, so

$$S-M=X,\qquad S^2+M^2=X^2 .$$

Write $\mu=a-b$, $m=\langle M\rangle$ and $q=\langle M^2\rangle$. Then $\langle S\rangle=\mu+m$ and $\langle S^2\rangle=(a+b)+\mu^2-q$. Therefore

$$\operatorname{Var}S=a+b+\mu^2-q-(\mu+m)^2=a+b-q-2\mu m-m^2 .$$

The two small averages are sums over the cases with more base than acid,

$$m=\sum_{B>A}(B-A)P(A)P(B),\qquad q=\sum_{B>A}(B-A)^2P(A)P(B),$$

where each $P$ is the Poisson probability with its own mean. Direct numerical summation gives $m=0.0658$ and $q=0.2515$. Thus $\langle S\rangle=10.07$,

$$\operatorname{Var}S=30-0.2515-1.3156-0.0043=28.43,$$

and the relative deviation is $\sqrt{28.43}/10.07=53.0\ \%$. The 55 percent belongs to the signed number $X$; the surviving acid is slightly less noisy, because the negative tail has been cut off at zero.

That tail matters in another way. The same summation over $A\le B$ gives a probability of 3.9 % that no acid survives. In the unquenched voxel it is $e^{-10}=0.0045\ \%$. The two voxels have nearly the same mean acid, yet the quenched one is empty several hundred times more often.

### (d) The resist voxel

**Dose.** The volume is $V=125$ nm$^3$, so the initial densities are 0.16 acids and 0.08 bases per nm$^3$. Twenty acids need 10 absorbed photons. In a layer thin enough to be lit uniformly, the incident number per area is

$$\frac{10}{125\times0.005}=16\ \text{nm}^{-2}.$$

At 91.84 eV per photon this is a dose of 23.5 mJ/cm$^2$. This takes two acids per photon as the average over the whole exposure. If two were only the initial yield, falling in proportion to the generators left, converting 40 % of them would need a dose larger by $-\ln(0.6)/0.4=1.28$, about 30 mJ/cm$^2$.

**Photon clustering.** Acids made by one photon are born near each other. Let the number $N_p$ of absorbed photons be Poisson with mean $a/y$, and let each photon give a Poisson number of acids with mean $y=2$, all in the same voxel. At given $N_p$, the acid number has mean $yN_p$ and variance $yN_p$. The total variance is the average of this variance plus the variance of this mean:

$$\operatorname{Var}A=y\,\frac ay+y^2\,\frac ay=a(1+y)=60 .$$

The net deviation becomes $\sqrt{60+10}/10=83.7\ \%$. For ten unquenched acids, made by five photons on average, it becomes $\sqrt{30}/10=54.8\ \%$. The ratio falls to 1.53, because clustering multiplies the acid variance but not the base variance. For this yield distribution the estimate is an upper one, since some acids of a photon may land in neighbouring voxels.

**Finite generator supply.** If each voxel held exactly $N=50$ generators, each converted independently with probability $20/50=0.4$, the acid number would be a sum of 50 independent zero-or-one variables. Each has variance $0.4\times0.6$, so

$$\operatorname{Var}A=50\times0.4\times0.6=12,\qquad r=\frac{\sqrt{12+10}}{10}=46.9\ \%.$$

If the generator number is itself Poisson, the calculation in (b) with $p=0.4$ shows that the acids are again Poisson with mean 20, and the correction disappears.

**Time to neutralize.** A diffusion length $s$ per axis after time $t$ means $s^2=2Dt$, so each species has the diffusivity $D=25/(2\times60)=0.208$ nm$^2$/s. Seen from a base, acids arrive with the relative diffusivity $2D$. In a steady state, the same current $J$ crosses every sphere of radius $r$ around the base: $J=4\pi r^2(2D)\,dc/dr$. With density $c=0$ at the capture radius $R_c$ and $c=n$ far away,

$$n=\int_{R_c}^{\infty}\frac{J\,dr}{4\pi(2D)r^2}=\frac{J}{4\pi(2D)R_c},\qquad k=\frac Jn=4\pi(2D)R_c=2.62\ \text{nm}^3/\text{s}.$$

With the final net acid density $n=0.08$ nm$^{-3}$, the estimated life of a base is $1/(kn)=4.8$ s, well below the bake time. This is a cautious estimate: acid is denser at the start, and close pairs react early, so a typical base disappears sooner. In that time a molecule spreads by $\sqrt{2D\times4.77\ \text{s}}=1.41$ nm per axis.

To compare this with the voxel, let $p(s)$ be the probability that a molecule starting at a random place between two faces is between them again after a Gaussian displacement $\xi$ of standard deviation $s$. A fraction $1-|\xi|/L$ of the starting places allows this if $|\xi|<L$, and none otherwise. Hence

$$p(s)=2\int_0^L\Big(1-\frac{\xi}{L}\Big)\frac{e^{-\xi^2/2s^2}}{\sqrt{2\pi}\,s}\,d\xi
=\operatorname{erf}\frac{L}{\sqrt2\,s}-\sqrt{\frac2\pi}\,\frac sL\Big(1-e^{-L^2/2s^2}\Big).$$

For three axes the probability is $p(s)^3$. It is about 47 % after these 4.8 s and 5 % after the full bake. The closed voxel is therefore a rough picture even during neutralization, and no picture of the full bake.

**Averaging by diffusion.** Neutralization removes an acid and a base at nearly the same place, if $R_c\ll L$. With equal diffusivities, the expected signed density (acid minus base) then obeys the ordinary linear diffusion equation. Let $w(\mathbf r)$ be the probability that a molecule starting at $\mathbf r$ would, without reaction, end in the voxel. For given initial positions, the expected signed number in the voxel after the bake is

$$F=\sum_{\text{acids}}w(\mathbf r_i)-\sum_{\text{bases}}w(\mathbf r_j).$$

Let the exposure be uniform over the diffusion length. A small cell $d^3r$ then holds a Poisson number of acids with mean and variance $(a/V)\,d^3r$, and similarly for bases. Summing over independent cells,

$$\langle F\rangle=\frac{a-b}{V}\int w\,d^3r=a-b,\qquad \operatorname{Var}F=\frac{a+b}{V}\int w^2\,d^3r .$$

The first integral is $V$ because displacements forward and backward are equally likely. In the second, $w^2$ is the probability that two independent walkers from the same point both end in the voxel. Their separation has standard deviation $\sqrt2\,s$ per axis, so the integral over starting points is $V\,p(\sqrt2\,s)^3$. For $s=5$ nm the variance is multiplied by $p(\sqrt2\,s)^3=0.0199$ and the deviation by its root, 0.141:

$$54.8\ \%\to7.7\ \%,\qquad 31.6\ \%\to4.5\ \%.$$

The ratio of these two expected-density deviations stays at $\sqrt3$, since both cases carry the same factor. These smaller values describe the expected density left by random initial placement. They are not the noise of a molecule count at one instant, which also contains the random motion itself. For unquenched acid this motion restores the full 31.6 %, because independently moving Poisson molecules remain Poisson distributed.

For quenched acid, suppose that neutralization ends early in the bake, after little spreading. Each surviving acid then ends in the voxel with its own probability $w$, which contributes a variance $w(1-w)$. With $g=p(\sqrt2\,s)^3$, these contributions add up to $(a-b)(1-g)$ on average, and the expected number itself has the variance $(a+b)g$ found above. The variance of the count is therefore roughly

$$(a-b)(1-g)+(a+b)g=(a-b)+2bg=10.4,$$

a relative deviation of about 32 %. In a molecule count at the end of the bake, the two resists are thus almost equally noisy; the factor $\sqrt3$ remains only in the expected density.

The smaller values above are not averages over the bake either: early times, when little spreading has occurred, would make such an average noisier.

**Beside a real resist.** A dose of some tens of mJ/cm$^2$ and a diffusion length of several nanometres are in the usual range for this exposure wavelength; the other inputs are rough. Of the assumptions examined, the closed voxel fails most severely: by the end of the bake, random initial placement of independent molecules leaves a relative deviation of only about 8 percent in the expected net density of this model, instead of 55 percent. Clustering acts the other way, raising the local value to at most about 84 percent for a Poisson yield of mean two. For a general number $n$ of acids per photon, $\operatorname{Var}A=a\langle n^2\rangle/\langle n\rangle$: exactly two acids per photon give 71 percent, and a yield broader than Poisson can exceed 84 percent. Clustering also survives the averaging when the acids of one photon are born much closer together than $s$, so that the expected net density then keeps $0.141\times83.7\ \%\approx12$ percent rather than 8. The 55 percent is thus a local counting noise before diffusion, not a prediction of line roughness.

**What it means for an edge.** Suppose the line edge lies where the net acid number reaches 10, the base is uniform, and the mean acid varies locally as $e^{\kappa x}$. The mean net acid then has slope $\kappa a$, and to first order a fluctuation $\delta X$ moves the edge by a distance of size $|\delta X|/(\kappa a)$. Its standard deviation is $\sqrt{30}/(20\kappa)=0.27/\kappa$ with quencher and $\sqrt{10}/(10\kappa)=0.32/\kappa$ for ten unquenched acids. At equal $\kappa$, the quenched edge is slightly steadier despite its larger relative noise, because its slope is twice as large. It pays for this with twice the acid. If the unquenched resist also received 20 acids and had its threshold there, the result would be $\sqrt{20}/(20\kappa)=0.22/\kappa$, the smallest of the three. These values are rough, since the fluctuations are not small compared with the mean, and they hold for the closed voxel only. Their order is not general: for a molecule count at the end of the bake the quenched variance is about 10.4, which gives $\sqrt{10.4}/(20\kappa)=0.16/\kappa$, while the unquenched counts stay at $0.32/\kappa$ and $0.22/\kappa$. The quenched edge is then the steadiest of the three.
